# Hartree-Fock Ground-Configuration Changes of Lithium in a Magnetic Field

## Problem

A lithium atom with a fixed point nucleus stands in a uniform magnetic field $B$ along $z$. Treat its electrons without relativity and with spin factor $g=2$, in unrestricted Hartree-Fock. Each orbital has a definite spin, a definite $m$ and a definite parity under $z\to-z$. Consider the configurations

$$
a:\ 1s^2\,2s,\qquad b:\ 1s^2\,2p_{-1},\qquad c:\ 1s\,2p_{-1}3d_{-2},
$$

where the unpaired electron in $a$ and $b$, and all three electrons in $c$, have spin down.

1. Derive the Hamiltonian and the equations that give the energies.
2. Find $dE/dB$ and a virial relation for the self-consistent states.
3. Estimate the crossing fields of $a$ with $b$ and of $b$ with $c$ from zero-field energies, then locate them self-consistently.
4. Explain the energy balance at each crossing. Check other configurations, and say what could move the results.

Atomic units are used: energies in hartree, lengths in bohr, and $B$ in units of $\hbar/(ea_0^2)$.

## Solution

### 1. Hamiltonian and symmetry

The electron has charge $-1$, so its kinetic energy in the field is $\frac12(\mathbf p+\mathbf A)^2$. Take $\mathbf A=\frac12\mathbf B\times\mathbf r=\frac B2(-y,x,0)$. Since $\nabla\cdot\mathbf A=0$, $\mathbf p$ and $\mathbf A$ may be exchanged in the cross term:

$$
\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2
=\tfrac12p^2+\tfrac B2\,l_z+\tfrac{B^2}{8}\rho^2,
$$

with $l_z=xp_y-yp_x$ and $\rho^2=x^2+y^2$. The spin moment of the electron is opposite to its spin. For $g=2$ this adds $+Bs_z$. Hence

$$
H=\sum_i\left[-\tfrac12\nabla_i^2-\frac3{r_i}+\tfrac B2l_{z,i}+Bs_{z,i}+\tfrac{B^2}8\rho_i^2\right]+\sum_{i<j}\frac1{r_{ij}} .
$$

$H$ commutes with the total $L_z$ and $S_z$, whose eigenvalues are $M$ and $S_z$. The linear terms therefore give the number $\mu B$, with

$$
\mu=\tfrac M2+S_z,\qquad
\mu_a=-\tfrac12,\quad \mu_b=-\tfrac12-\tfrac12=-1,\quad \mu_c=-\tfrac32-\tfrac32=-3 .
$$

The three configurations have $M=0,-1,-3$. No term of $H$ couples them, so their energies can cross without repulsion. In the field $l$ is not conserved: a label such as $3d_{-2}$ names the lowest orbital with $m=-2$ and even $z$-parity.

### 2. Hartree-Fock equations in partial waves

Let $h$ be the one-electron operator without the spin term. For a determinant of orthonormal orbitals,

$$
E=\sum_i\langle i|h|i\rangle+\tfrac12\sum_{ij}\left[\langle ij|ij\rangle-\delta_{\sigma_i\sigma_j}\langle ij|ji\rangle\right]+BS_z .
$$

Varying $\langle i|$, with multipliers for orthonormality, gives $F\varphi_i=\varepsilon_i\varphi_i$ after a rotation among occupied orbitals of the same symmetry. Here $F=h+J-K$; $J$ comes from all electrons and $K$ from those of equal spin. Summing $\langle i|F|i\rangle$ counts each repulsion twice, so

$$
E=\tfrac12\sum_i\langle i|h+F|i\rangle+BS_z .
$$

The two $1s$ orbitals of $a$ or $b$ may differ, because only one of them has exchange with the outer electron.

Write each orbital as

$$
\varphi=\sum_l\frac{u_l(r)}r\,Y_{lm},\qquad l=l_0,\ l_0+2,\ l_0+4,\dots
$$

The step of two follows from the $z$-parity $(-1)^{l-m}$ of $Y_{lm}$. The one-electron operator becomes

$$
h_{ll'}=\delta_{ll'}\left[-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac3r+\frac{Bm}2\right]
+\frac{B^2r^2}8\langle lm|\sin^2\theta|l'm\rangle .
$$

Since $\sin^2\theta=\frac23(1-P_2)$, the field couples $l$ with $l$ and $l\pm2$.

For the repulsion use

$$
\frac1{r_{12}}=\sum_{kq}\frac{4\pi}{2k+1}\,U_k(r_1,r_2)\,Y_{kq}(1)Y_{kq}^*(2),\qquad U_k=\frac{r_<^k}{r_>^{k+1}},
$$

and define the real numbers

$$
c^k_{lm,l'm'}=\sqrt{\frac{4\pi}{2k+1}}\int Y_{lm}^*\,Y_{k,m-m'}\,Y_{l'm'}\,d\Omega .
$$

Let $j$ be an occupied orbital with radial functions $u_{jn}$ and magnetic number $m_j$. In $J$ the charge of $j$ has $q=0$, so

$$
J_{ll'}(r)=\sum_{jk}c^k_{lm,l'm}\sum_{nn'}c^k_{nm_j,n'm_j}\int U_k(r,s)\,u_{jn}(s)u_{jn'}(s)\,ds .
$$

In $K$ the angular integral at each point joins the orbital acted on with $j$, so $q=m-m_j$ and

$$
(Ku)_l(r)=\sum_{jk}\sum_{l'nn'}c^k_{lm,nm_j}c^k_{l'm,n'm_j}\,u_{jn}(r)\int U_k(r,s)\,u_{jn'}(s)u_{l'}(s)\,ds ,
$$

with $j$ restricted to equal spin. The term $j=i$ cancels between $J$ and $K$ when they act on $\varphi_i$.

The radial integrals follow from a differential equation. For a product $g$ of two radial functions set

$$
w(r)=r\int U_k(r,s)g(s)\,ds=r^{-k}\int_0^rs^kg\,ds+r^{k+1}\int_r^\infty s^{-k-1}g\,ds .
$$

In $w'$ the derivatives of the integration limits give $g-g=0$. In $w''$ they give $-kg/r-(k+1)g/r$, while the remaining terms are $k(k+1)w/r^2$. Thus

$$
-w''+\frac{k(k+1)}{r^2}w=(2k+1)\frac{g}{r}.
$$

In a box of radius $R$ that holds all the charge, $w(0)=0$ and $w(R)=R^{-k}\int s^kg\,ds$. The solution is a part that vanishes at $R$ plus the homogeneous part $(r/R)^{k+1}w(R)$.

Now use orthonormal grid functions $\chi_i$ with $\chi_i(r_j)=\delta_{ij}/\sqrt{\omega_i}$, where $\omega_i$ are quadrature weights. If $u=\sum_ic_i\chi_i$ and $v=\sum_id_i\chi_i$, then $g=uv$ has the weighted value $G_i=\omega_ig(r_i)=c_id_i$. The projection of $g/r$ on $\chi_i$ is $G_i/(r_i\sqrt{\omega_i})$. Evaluating $w/r$ at a grid point brings the same factor once more. With $D_k$ the matrix of $-d^2/dr^2+k(k+1)/r^2$,

$$
U_k(r_i,r_j)\ \to\ \frac{(2k+1)(D_k^{-1})_{ij}}{r_ir_j\sqrt{\omega_i\omega_j}}+\frac{r_i^kr_j^k}{R^{2k+1}} .
$$

All operators are now finite matrices. Start from screened orbitals, build $F$, take the lowest eigenvectors of each symmetry (the two lowest for the spin-down $1s$ and $2s$), and repeat until $F\varphi_i=\varepsilon_i\varphi_i$ holds.

### 3. Slope and virial relation

When $B$ changes, the orbitals change too. At self-consistency, however, $E$ is stationary against allowed orbital changes, so only the explicit dependence on $B$ contributes:

$$
\frac{dE}{dB}=\mu+\frac B4\,Q,\qquad Q=\Big\langle\sum_i\rho_i^2\Big\rangle .
$$

The first term is paramagnetic and negative here. The second is the diamagnetic cost, which grows with the extent of the atom across the field.

Next replace every orbital by $\lambda^{3/2}\varphi(\lambda\mathbf r)$. Let $T$ be the kinetic energy $\langle p^2/2\rangle$ summed over electrons, $V$ the total Coulomb energy and $D=B^2Q/8$. Then

$$
E(\lambda)=\lambda^2T+\lambda V+\mu B+\lambda^{-2}D .
$$

Stationarity at $\lambda=1$ gives

$$
2T+V-2D=0 .
$$

At $B=0$ this is the usual Coulomb virial theorem. Scaling does not mix different $l$, so the relation also holds for a truncated angular expansion with complete radial functions. For the four crossing states its largest numerical defect is $2\times10^{-6}$ hartree.

### 4. First estimate of the crossings

The zero-field energies are $E_a=-7.43275$, $E_b=-7.36508$ and $E_c=-5.08379$. If the orbitals kept their zero-field form and $D$ were dropped, the energy differences would be linear in $B$. They would vanish at

$$
B_{ab}^{\rm lin}=\frac{7.43275-7.36508}{1/2}=0.1353,\qquad
B_{bc}^{\rm lin}=\frac{7.36508-5.08379}{2}=1.1406 .
$$

The denominators are $\mu_a-\mu_b$ and $\mu_b-\mu_c$.

To see what this omits, let $\Delta$ mean the second configuration of a pair minus the first, and integrate the slope formula from zero field:

$$
\Delta E(B)=\Delta E(0)+\Delta\mu\,B+\int_0^B\frac{\beta}{4}\,\Delta Q(\beta)\,d\beta .
$$

Setting $\Delta E(B_c)=0$ and dividing by $|\Delta\mu|=-\Delta\mu$ gives

$$
B_c=B^{\rm lin}+\frac1{|\Delta\mu|}\int_0^{B_c}\frac{\beta}{4}\,\Delta Q(\beta)\,d\beta .
$$

The crossing lies above the linear estimate when the integral is positive, that is, when the second configuration is on the whole wider across the field.

### 5. Self-consistent crossings

Newton's method uses the slope already derived:

$$
B_{\rm new}=B-\frac{\Delta E(B)}{\Delta E'(B)},\qquad \Delta E'=\Delta\mu+\frac B4\Delta Q .
$$

Started at $B=0$, its first step is the linear estimate. Both states are solved again at each new field until their energies agree within $10^{-8}$ hartree. Repeating the search with longer angular expansions gives:

| Crossing | shortest | middle | longest |
|---|---:|---:|---:|
| $a\to b$, $l\le3,6,9$ | 0.17632 | 0.17637 | 0.17636 |
| $b\to c$, $l\le5,9,13$ | 2.17168 | 2.15416 | 2.15309 |

The results are

$$
B_{ab}=0.1764\quad(4.145\times10^4\ {\rm T}),\qquad
B_{bc}=2.153\quad(5.06\times10^5\ {\rm T}).
$$

The last extension moves the second field by $0.001$, so its third decimal is the last worth quoting. The first series need not be monotonic: a longer expansion lowers both energies, and the crossing feels their difference.

The need for high $l$ in the strong field is seen by stopping at $l=2$. At $B_{bc}$ the energies are then $-7.57715$ for $b$ and $-7.51212$ for $c$, instead of the common $-7.64784$. The losses are $0.071$ and $0.136$ hartree. The truncation thus favours $b$ and would put the crossing too high. A separate calculation in Gaussian functions with $l\le2$ reproduces the truncated energies of both pairs within $10^{-4}$ hartree.

The slopes at the first crossing are

$$
E_a'=-0.5+\frac{0.1764}{4}(8.737)=-0.115,\qquad
E_b'=-1+\frac{0.1764}{4}(12.206)=-0.462 ,
$$

and at the second

$$
E_b'=-1+\frac{2.153}{4}(2.054)=0.106,\qquad
E_c'=-3+\frac{2.153}{4}(4.043)=-0.824 .
$$

In both pairs $\Delta E'<0$ ($-0.347$ and $-0.929$), so the second configuration is the lower one just above the crossing. The magnetic moment along the field is $-dE/dB$. Following the lower state, it jumps from $0.115$ to $0.462$ at the first crossing and from $-0.106$ to $0.824$ at the second. Just below the second crossing the diamagnetic term of the slope, $BQ/4$, exceeds the size of the paramagnetic term $\mu_b$, so the energy of $b$ rises with the field.

### 6. What is gained and what is paid

The differences $\Delta$ at the crossings, in hartree, are:

| Part | $a\to b$ | $b\to c$ |
|---|---:|---:|
| kinetic | $-0.048$ | $-0.849$ |
| nuclear attraction | $+0.150$ | $+5.358$ |
| electron repulsion | $-0.028$ | $-1.356$ |
| paramagnetic | $-0.088$ | $-4.306$ |
| diamagnetic | $+0.013$ | $+1.153$ |

Each column adds to zero within rounding. The main cost is lost nuclear attraction, and the largest gain is the paramagnetic energy. In the first change this gain is orbital, since $S_z$ stays at $-\frac12$. In the second, $M$ falls by 2 and $S_z$ by 1, which contribute equally: $2\times\frac B2+B=2B$.

The same numbers explain the displacement from the linear estimates. By the integral formula, the total cost of the field beyond the linear term is

$$
|\Delta\mu|(B_{ab}-B_{ab}^{\rm lin})=0.5\,(0.1764-0.1353)=0.0205,
$$

$$
|\Delta\mu|(B_{bc}-B_{bc}^{\rm lin})=2\,(2.1531-1.1406)=2.025 .
$$

The diamagnetic differences cover $0.0135$ and $1.153$ of this. The rest is the increase of $\Delta(T+V)$, because the field also distorts the orbitals away from their field-free optimum. For the second pair, the kinetic, nuclear and repulsion energies add to

$$
b:\ 9.0660-18.9615+3.2104=-6.6851,\qquad
c:\ 8.2173-13.6031+1.8543=-3.5315 .
$$

Their difference is $3.154$, against $2.281$ at zero field. The increase is $0.872$, and $1.153+0.872=2.025$, as required. For the first pair the corresponding increase is $0.0070$, and $0.0135+0.0070=0.0205$. First-order perturbation theory with zero-field orbitals cannot replace the self-consistent calculation. It gives $\Delta E=\Delta E(0)+\Delta\mu\,B+\frac{B^2}8\Delta Q(0)$, whose minimum is $\Delta E(0)-2(\Delta\mu)^2/\Delta Q(0)$. The zero-field values of $Q$ are roughly $12$, $23$ and $90$ for $a$, $b$ and $c$, so the minimum is positive for both pairs, about $0.02$ and $2.2$ hartree, and neither pair would cross. The contraction of the orbitals across the field, which lowers the diamagnetic cost at the price of a higher $T+V$, is essential.

### 7. The strong-field limit

Suppose the field dominates the transverse motion. Without Coulomb forces this motion is a two-dimensional oscillator of frequency $B/2$ plus the orbital Zeeman term, with energy

$$
\frac B2(2n+|m|+1)+\frac B2m+Bs_z .
$$

For $n=0$ and $m\le0$ the orbital part is $B/2$. A spin-down electron then has total energy $0$, and a spin-up electron has $B$. Configuration $b$ contains one spin-up electron, $c$ none.

Coulomb attraction cannot offset a cost linear in $B$ as long as the orbitals stay in this lowest level. For $m=0$ the transverse density is $\frac{B}{2\pi}e^{-B\rho^2/2}$, and since $r\ge\rho$,

$$
\Big\langle\frac1r\Big\rangle\le\Big\langle\frac1\rho\Big\rangle=B\int_0^\infty e^{-B\rho^2/2}d\rho=\sqrt{\frac{\pi B}{2}} .
$$

Orbitals with $m<0$ are kept farther from the axis. The attraction thus grows no faster than $\sqrt B$. Repulsion does not rescue $b$: it only raises the energy of $b$, while a fully polarized state can make its repulsion as small as desired by spreading along the field, with a total energy near zero. The variational energy of the polarized state therefore cannot stay above zero, and full spin polarization must win over $b$ at large $B$.

The oscillator has equal mean kinetic and potential energies, so $\frac12(\frac B2)^2\langle\rho^2\rangle=\frac12\cdot\frac B2(|m|+1)$, or $\langle\rho^2\rangle=2(|m|+1)/B$. The limiting slopes are

$$
E_b'\to-1+\tfrac12(1+1+2)=1,\qquad E_c'\to-3+\tfrac12(1+2+3)=0 .
$$

Their difference is $-1$, near the computed $-0.929$, but the separate slopes, $0.106$ and $-0.824$, are far from the limit. At $B=2.153$ the limit would give $Q=3.72$ for $b$ and $5.57$ for $c$, against the computed $2.05$ and $4.04$. The nucleus still holds the electrons much closer to the axis than the field alone would. The limit explains the direction of the change, not its position.

### 8. Rival configurations

Four more configurations were solved, along with whichever of $a$, $b$, $c$ were not lowest. Their heights above the ground configuration, with $l\le7$ and in hartree, are:

| Configuration | $B=0.1764$ | $B=1$ | $B=2.153$ |
|---|---:|---:|---:|
| $1s^2\,2p_0$ | 0.06 | 0.22 | 0.39 |
| $1s^2\,3d_{-2}$ | 0.08 | 0.15 | 0.23 |
| $1s\,2s\,2p_{-1}$ | 1.82 | 1.19 | 0.37 |
| $1s\,2p_0\,2p_{-1}$ | 1.94 | 1.17 | 0.21 |

At $B=1$, where $b$ is lowest, $a$ lies $0.26$ and $c$ lies $1.10$ above it. The cut at $l\le7$ limits the last column: with $l\le17$ the entry for $1s\,2s\,2p_{-1}$ drops from $0.37$ to $0.36$, and the other entries move by up to $0.005$. The polarized configuration $1s\,2p_{-1}4f_{-3}$, not in the table, lies closer at $B=2.153$, about $0.19$ above the ground state. None of these rivals interferes where it was computed. This is a search over a few configurations, not a proof over all configurations and fields.

### 9. What could move the crossings

If an omitted effect adds a small $\delta$ to $\Delta E$, the condition $\Delta E+\delta=0$ gives, to first order,

$$
\delta B=-\frac{\delta}{\Delta E'} .
$$

For $\delta=0.001$ hartree this is $+0.0029$ at the first crossing and $+0.0011$ at the second. Relative to the field, these are $1.6\%$ and $0.05\%$. The first crossing is the more delicate one because the relative shift is $-\delta/(B\,\Delta E')$, and both its field and its slope difference are small.

The main omission is correlation. In $a$ and $b$ it includes that of the $1s^2$ pair, which should largely cancel between them. Configuration $c$ has no such opposite-spin pair, so correlation should lower $b$ more than $c$ and move the second crossing upward. This is an expectation from the structure of the states; it was not computed here. At zero field the correlation energy of a $1s^2$ pair in lithium is a little over $0.04$ hartree; its value in the field may differ. A difference of this size would move that crossing up by about $0.045$, far more than the numerical uncertainty of the Hartree-Fock value.

Nuclear motion and relativity are also left out. A spin factor slightly different from 2 would not affect the first crossing, where $S_z$ is unchanged, but would shift the second. The remaining values and checks are in the numerical output.

## Computed results

```
Energies in hartree, B in atomic units unless stated
E at B=0, 1s2 2s: -7.43275
E at B=0, 1s2 2p(-1): -7.36508
E at B=0, 1s 2p(-1) 3d(-2): -5.08379
Crossing 1, pairs in this order: 1s2 2s -> 1s2 2p(-1)
 linear Zeeman estimate of B: 0.1353
 B for l up to 3: 0.17632, 6: 0.17637, 9: 0.17636
 B = 0.1764 a.u. = 4.1454e+04 T
 common energy: -7.48162
  kinetic: 7.4953, 7.4476
  nuclear: -17.2653, -17.1149
  repulsion: 2.3425, 2.3145
  paramagnetic: -0.0882, -0.1764
  diamagnetic: 0.0340, 0.0475
  sum of rho^2 (bohr^2): 8.7366, 12.2060
  dE/dB: -0.1148, -0.4618
 slope of energy difference: -0.3470
 shift of B per -0.001 hartree in difference: -0.00288
Crossing 2, pairs in this order: 1s2 2p(-1) -> 1s 2p(-1) 3d(-2)
 linear Zeeman estimate of B: 1.1406
 B for l up to 5: 2.17168, 9: 2.15416, 13: 2.15309
 B = 2.1531 a.u. = 5.0609e+05 T
 common energy: -7.64784
  kinetic: 9.0660, 8.2173
  nuclear: -18.9615, -13.6031
  repulsion: 3.2104, 1.8543
  paramagnetic: -2.1531, -6.4593
  diamagnetic: 1.1904, 2.3429
  sum of rho^2 (bohr^2): 2.0543, 4.0432
  dE/dB: 0.1058, -0.8237
 slope of energy difference: -0.9294
 shift of B per -0.001 hartree in difference: -0.00108
Largest virial defect: 1.9e-06
Largest slope defect: 6.2e-06
Check at l<=2: grid energy, Gaussian energy
 B=0.1764 1s2 2s: -7.48158, -7.48153
 B=0.1764 1s2 2p(-1): -7.48050, -7.48044
 B=2.1531 1s2 2p(-1): -7.57715, -7.57709
 B=2.1531 1s 2p(-1) 3d(-2): -7.51212, -7.51207
Height above ground at B=0.1764 (l up to 7)
 1s 2p(-1) 3d(-2): 2.013
 1s2 2p(0): 0.061
 1s2 3d(-2): 0.075
 1s 2s 2p(-1): 1.821
 1s 2p(0) 2p(-1): 1.942
Height above ground at B=1.0000 (l up to 7)
 1s2 2s: 0.261
 1s 2p(-1) 3d(-2): 1.097
 1s2 2p(0): 0.224
 1s2 3d(-2): 0.148
 1s 2s 2p(-1): 1.187
 1s 2p(0) 2p(-1): 1.174
Height above ground at B=2.1531 (l up to 7)
 1s2 2s: 0.528
 1s2 2p(0): 0.392
 1s2 3d(-2): 0.230
 1s 2s 2p(-1): 0.374
 1s 2p(0) 2p(-1): 0.209
```
